Why common density functionals miss the image potential outside a metal

Q: An electron leaving a metal is attracted back to it, and I use that attraction to correct barrier heights. When I plot the potential from a density-functional calculation, it becomes flat within a few tenths of a nanometre. First, where does the attraction come from?

A: From the charge the electron pushes about in the metal. Take a flat surface with vacuum at z > 0, and an electron slow enough for the metal to follow it. I use Hartree atomic units in the algebra and eV and nm for numbers; 1 hartree·bohr is 1.44 eV nm. Charges are counted in units of the electron's own charge, so the electron counts as +1.

For an ideal conductor, a mirror charge −1 at depth z makes the surface an equipotential. The two charges together produce a normal field −2z/(ρ² + z²)^(3/2) at lateral distance ρ. Dividing by 4π gives the induced surface charge:

σ(ρ) = −z / [2π(ρ² + z²)^(3/2)].

Each ring of this charge pulls on the electron with a vertical component proportional to z/(ρ² + z²)^(3/2). The total force is

force = ∫₀^∞ 2πρ σ(ρ) z/(ρ² + z²)^(3/2) dρ
= −z² ∫₀^∞ ρ dρ/(ρ² + z²)³
= −1/(4z²).

The minus sign means attraction. The energy, set to zero at infinity, is

U(z) = −∫_z^∞ dh/(4h²) = −1/(4z).

The potential of the mirror charge at the electron is −1/(2z), twice as large. The factor one half arises because the induced charge is proportional to the charge that induces it. If we build up the electron's charge λ from 0 to 1, the induced potential is λφ, and the work is ∫₀¹ λφ dλ = φ/2.

Q: A real metal is not an ideal conductor with a sharp edge. Does the 1/4 survive?

A: Yes, provided that the metal screens a slowly varying static potential completely. Resolve the electron's potential into waves along the surface with wavevector q. Below the electron, at height z′, each component is

(2π/q) e^(−qz) e^(qz′).

The metal answers an incoming e^(qz′) with −R(q)e^(−qz′), which defines its response R(q). Summing the induced potential at the electron and taking half of it gives

U(z) = −½ ∫ d²q/(2π)² (2π/q) R(q)e^(−2qz)
= −½ ∫₀^∞ R(q)e^(−2qz) dq,

because d²q = 2πq dq. With t = 2qz this becomes

U(z) = −[1/(4z)] ∫₀^∞ R(t/2z)e^(−t) dt.

At large z only small q matters. Complete screening means R(0) = 1, so U → −1/(4z).

The detailed edge enters at the next order. In the Thomas-Fermi model the potential obeys φ″ = [q² + k²(z′)]φ, where k² is the local screening strength. Choose a plane Z just outside the metal, beyond which k² is negligible, and let r be φ′/φ there. The vacuum solution e^(qz′) − R e^(−qz′) must have the same ratio:

r = q[e^(qZ) + R e^(−qZ)]/[e^(qZ) − R e^(−qZ)],

R = e^(2qZ)(r − q)/(r + q).

Since r depends on q², reversing q turns R into 1/R. Hence ln R is odd in q:

ln R = 2qz₀ + O(q³), z₀ = Z − 1/r(q = 0).

Keeping the linear term,

U(z) ≈ −½ ∫₀^∞ e^(−2q(z−z₀)) dq = −1/[4(z − z₀)].

The edge moves the image plane z₀ and leaves the coefficient alone. For a sharp edge at z = 0, r = √(q² + k²). Then z₀ = −1/k, slightly inside the metal.

Q: The electrostatic potential is already in my calculation. Why doesn't it contain this term?

A: It contains the field of the average charge density. For a neutral planar surface, the average field at height z is fixed by the average electron density beyond z, which is exponentially small. The image energy depends on where the metal's electrons go when one electron is known to be at z. That conditional displacement belongs to exchange and correlation together; the average density does not contain it.

An explicit classical charge outside the metal is a different calculation. Its presence changes the average density, and electrostatics then gives the image energy. The Thomas-Fermi model above treats the metal's electrons with a local density functional. With its edge prescribed, it gives the correct 1/4 for a charge well beyond that edge. The difficulty arises when the image energy must appear in the exchange-correlation potential of the undisturbed surface.

Q: What does a local functional have to work with out there?

A: The density at that point, so we need its tail. Let the electrons be confined by a step of height V₀ at z = 0. The Fermi wavevector is k_F and the work function is W, so V₀ = k_F²/2 + W. A state with normal wavevector k decays outside as e^(−κ_k z), where κ_k = √(2V₀ − k²).

In a metal of thickness D, the inner wave is √(2/D) sin(δ − kz). Matching value and slope at the edge gives

k cos δ = κ_k sin δ, sin²δ = k²/(k² + κ_k²) = k²/(2V₀).

There are D dk/π standing waves in dk. For each, two spins and the occupied in-plane states contribute 2·π(k_F² − k²)/(4π²) electrons per unit area. Multiplying by the squared wave gives

n(z) = [1/(2π²V₀)] ∫₀^(k_F) k²(k_F² − k²)e^(−2κ_k z) dk.

Far out, the slowest-decaying states dominate. Put k = k_F − u with small u. Then k²(k_F² − k²) ≈ 2k_F³u and κ_k ≈ κ + k_F u/κ, where κ = √(2W). The remaining integral is

∫₀^∞ u e^(−2k_F uz/κ) du = κ²/(4k_F²z²),

so that

n(z) → k_F κ² e^(−2κz)/(4π²V₀z²).

Q: You left the image attraction out of the barrier. Could it slow the decay enough to change the argument?

A: It changes a power of z. For a Fermi-level state with the image term included,

ψ″ = [κ² − 1/(2z)]ψ.

The local decay rate is √(κ² − 1/(2z)) ≈ κ − 1/(4κz). Integrating it shows that ψ is proportional to z^(1/(4κ))e^(−κz), so its density gains a factor z^(1/(2κ)). The exponential remains.

Q: Then what is the local-density potential?

A: Local exchange has the energy density −C n^(4/3), with C = (3/4)(3/π)^(1/3). Its derivative with respect to n is

v_x = −(4/3)C n^(1/3) = −(3n/π)^(1/3).

Taking the cube root of the density tail,

v_x ∝ −z^(−2/3)e^(−2κz/3).

In the Perdew-Wang form of local correlation, the energy per electron is also proportional to n^(1/3) at very low density, and its potential follows the same law. The local-density approximation (LDA) therefore has an exponential tail, three times longer than that of the density but still governed by κ. The image term has no such length.

Q: A gradient functional also sees the slope of the density. Does that repair it?

A: Let g = −n′ and s = cg/n^(4/3), with c = 1/[2(3π²)^(1/3)]. A generalized-gradient (GGA) exchange functional has the energy density

e_x = −C n^(4/3)F(s).

The potential is the variation of the energy with respect to the density:

v_x = ∂e_x/∂n − d/dz(∂e_x/∂n′) = ∂e_x/∂n + d/dz(∂e_x/∂g).

The sign changes because g = −n′. Since ∂s/∂n = −4s/(3n), the first term is

∂e_x/∂n = −(4/3)C n^(1/3)(F − sF′).

For the second, ∂e_x/∂g = −CcF′, whose z derivative is −CcF″s′. On a density proportional to e^(−2κz), g = 2κn, so s = 2κc n^(−1/3) and s′ = 2κs/3. Replacing c by s n^(1/3)/(2κ) gives −(C/3)n^(1/3)s²F″. Altogether,

v_x = −C n^(1/3)[(4/3)(F − sF′) + (1/3)s²F″].

The factor z^(−2) in the actual density adds corrections of relative order 1/z to the logarithmic slopes. It does not change the exponential rate.

In PBE, F rises to 1.804 at large s while sF′ and s²F″ vanish. Its exchange potential becomes 1.804 times the LDA one and is just as short-ranged. If instead F grows as s^p with 0 < p < 1, the bracket is (1 − p)(4 − p)s^p/3. Because s ∝ n^(−1/3), the potential varies as n^((1−p)/3): a longer exponential, but an exponential.

Q: And PBE correlation?

A: It adds to the local correlation energy ε_c a gradient term

H = γ ln{1 + (b/γ)t²(1 + At²)/(1 + At² + A²t⁴)},
A = (b/γ)/[e^(−ε_c/γ) − 1],

where b and γ are constants and t² ∝ g²/n^(7/3). In the tail t² ∝ n^(−1/3) grows, and so does A because ε_c → 0. For large At² the braces tend to 1 + b/(γA) = e^(−ε_c/γ), hence H → −ε_c. The gradient term cancels the local correlation energy in the tail, so PBE correlation does not supply the missing attraction.

Q: You excluded p = 1. Is there a way out there?

A: There is a way out of the exponential, but the familiar functional that takes it misses the image law. In the tail n^(1/3)s is constant, so a nearly linear F can give a power of distance. B88 exchange has this form: at large s, F ≈ Bs/Λ, where B is a constant and Λ = ln s plus a constant.

For each spin, its gradient energy density tends to −g_σ/(6Λ), where g_σ is the slope of the spin density n_σ. With g_σ = 2κn_σ and Λ ≈ 2κz/3, the energy per electron is

−2κ/(6Λ) ≈ −1/(2z).

For the potential, differentiate F:

F − sF′ = Bs/Λ²,
s²F″ = Bs(−1/Λ² + 2/Λ³).

The bracket becomes (Bs/Λ²)[1 + 2/(3Λ)]. To leading order the potential is therefore the energy per electron divided by Λ:

v_x ≈ −[1/(2z)]·[3/(2κz)] = −3/(4κz²).

So "semilocal" does not by itself imply an exponential tail. B88 reads the distance from the logarithm of the density, and the result depends on κ. The image coefficient comes from the metal's screening and does not. At large z the ratio of the B88 potential to the image energy falls as 3/(κz).

Another logarithm can do better in this one respect. With F ≈ −Bs ln Λ, the bracket tends to Bs/Λ, κ cancels, and the potential varies as −1/z. One can choose B to make the coefficient 1/4, but that number is then put in by hand, not obtained from the metal's screening, and F is negative in the tail.

Q: Please put numbers on a surface.

A: Take a model metal with density parameter r_s = 3 bohr and W = 4.5 eV. The Fermi energy is 5.57 eV, so V₀ = 10.07 eV, and κ = 10.87 nm⁻¹. The density decay length is 1/(2κ) = 0.046 nm; that of the LDA potential is three times this, 0.138 nm. For the image energy I use Thomas-Fermi screening with k² = 4k_F/π and a sharp edge, which puts z₀ at −0.059 nm.

Numerical integration over k gives the density, and integration over q gives the image energy. The potentials, in eV, are:

z (nm) | LDA xc | PBE x | B88 x | image
0.25 | −0.54 | −0.60 | −0.46 | −1.17
0.50 | −0.070 | −0.070 | −0.143 | −0.645
1.00 | −1.3×10⁻³ | −1.2×10⁻³ | −0.044 | −0.340
2.00 | −5.8×10⁻⁷ | −5.4×10⁻⁷ | −0.015 | −0.175
4.00 | −1.9×10⁻¹³ | −1.7×10⁻¹³ | −0.0046 | −0.089

Here "xc" includes exchange and correlation, and "x" is exchange alone. At 1 nm the LDA value is 0.4% of the image energy. Between 2 and 4 nm it falls by a factor of about 3.1 million, as the tail law requires:

e^(2/0.138) × 2^(2/3) ≈ 1.97×10⁶ × 1.59 ≈ 3.1×10⁶.

Over the same interval the image energy roughly halves. At 4 nm its formula gives −0.36/(4 + 0.059) = −0.089 eV.

B88 falls by a factor of about 3.2 between 2 and 4 nm, not yet the 4 of an inverse square. Its Λ contains constants and a logarithm of z besides 2κz/3, so the limit is approached slowly.

These are not predictions for a particular metal. The density is not self-consistent, and the screening model is least reliable close to the surface. Even the sign of z₀ is model-dependent: a self-consistent LDA jellium surface with r_s = 3 bohr has its image plane about 0.07 nm outside the edge of the positive background, not inside the metal. The different decay laws do not rest on those details.

Q: What would this do to the barrier lowering I extract in a field?

A: Let f be the outward force on the electron, so the field adds −fz. With the image term, the barrier top lies where 1/(4z²) = f, at z_m = 1/(2√f). Its lowering is

Δ = 1/(4z_m) + fz_m = √f/2 + √f/2 = √f.

For an exponential tail −Be^(−z/λ), the top lies where (B/λ)e^(−z/λ) = f. This gives z_m = λ ln[B/(λf)], which is outside the surface if B > λf, and

Δ = Be^(−z_m/λ) + fz_m = λf{1 + ln[B/(λf)]}.

Relative to √f this vanishes as the field becomes weak. Keeping the model density fixed in the field and locating the maximum numerically, I find:

Field (V/nm) | image Δ (eV) | LDA Δ (eV)
1 | 1.20 | 0.55
0.1 | 0.38 | 0.084
0.01 | 0.12 | 0.011

At 0.1 V/nm the image result is √(1.44 × 0.1) = 0.38 eV, with the top 1.9 nm from the image plane. The LDA top is at 0.71 nm and yields 22% of that lowering. At 0.01 V/nm the share is 9%. Putting the zero of the field term at the metal edge instead of the image plane changes the image lowering by fz₀, about 0.06 eV at 1 V/nm and proportionally less at weaker fields. That is only a change of reference. In the Thomas-Fermi model the field also penetrates the metal and drops f/k inside it, so the field term measured from the interior is −f(z − z₀), and the lowering relative to the Fermi level remains √f.

Q: My contact is to a semiconductor. Can I use the same table?

A: You can use the image formula with the semiconductor's relative permittivity ε, but not the vacuum density tail. The medium reduces the interaction between the carrier and its mirror charge by ε, so U = −1/(4εz). Setting 1/(4εz²) = f gives z_m = 1/(2√(εf)), and the two equal contributions add to

Δ = √(f/ε).

For ε = 10 and a field of 0.01 V/nm inside the semiconductor, Δ = 0.12/√10 = 0.038 eV, with the top 1.9 nm from the image plane. This treats the metal as an ideal conductor. In the Thomas-Fermi model with a sharp edge, continuity of εφ′ puts the image plane at −ε/k, here 0.59 nm inside the metal. Relative to the potential at the metal edge the lowering is then smaller by about fε/k = 0.006 eV, but the field penetrates the metal and drops the same fε/k inside it. Relative to the Fermi level the lowering stays close to √(f/ε); what moves is the top, to about 1.2 nm from the edge. The permittivity must be the one that responds during the carrier's passage. The semiconductor has its own valence density, so the LDA column above does not describe its interior.

Q: If I had the exact exchange-correlation potential, would its tail be −1/(4z)?

A: This derivation does not establish that. It gives the energy of a slow electron outside a metal that responds statically. An exact Kohn-Sham potential is defined by reproducing the ground-state density, and identifying its tail with this energy needs a further argument. What is shown here is that an LDA or PBE potential, used as the barrier for that electron, lacks the image attraction. The image energy depends on charge displaced across the surface. For an ideal conductor, half of it lies beyond a lateral radius √3 z, since the fraction inside radius ρ is 1 − z/√(z² + ρ²). The LDA potential at height z is built from the average density at that point, and the PBE potential also uses the density's first and second derivatives there. None of these records the displacement.
